# Back-bonding and carbonyl stretch interaction constants in octahedral M(CO)6, part 2

An octahedral molecule M(CO)$_6$ has its metal at the origin and its CO groups, carbon inward, on $\pm x,\pm y,\pm z$. Bond $i$ stretches by $q_i$ about its fixed centre of mass. We study how back-bonding contributes to $k_{ij}=\partial^2E_{\rm tot}/\partial q_i\,\partial q_j$ at $q=0$, $i\neq j$, called $k_{\rm cis}$ for groups at right angles and $k_{\rm trans}$ for opposite ones. Algebra is in atomic units, numbers in eV and Å.

Six independent electrons fill the three lowest levels of three d and twelve $\pi^*$ orbitals. The d level is zero, the $\pi^*$ level is $\varepsilon(q)=\Delta-gq$, and the d–$\pi^*$ coupling is $\beta(q)=\beta e^{bq}$. Here $b=a\,m_{\rm O}/(m_{\rm C}+m_{\rm O})$, where $a$ is the coupling's decay rate with metal–carbon distance. Different $\pi^*$ orbitals are not coupled directly.

The orbitals form three separate stars, each a d orbital with one $\pi^*$ orbital (a tip) on each of the four CO groups in its plane. Each star has one doubly occupied level $E$:

$$E=-\sum_{j=1}^4w(E,q_j),\qquad w(E,q)=\frac{\beta(q)^2}{\varepsilon(q)-E}. \tag{1}$$

At $q=0$,

$$E=\frac{\Delta-\sqrt{\Delta^2+16\beta^2}}2 . \tag{8}$$

Let $x=\Delta-E$, $t=\beta^2/x^2$, $D=1+4t$, $A_1=2b+g/x$ and $A_2=2b+2g/x$. With subscripts for partial derivatives, $w_E=t$, $w_{EE}=2t/x$, $w_q=txA_1$ and $w_{Eq}=tA_2$.

One star gives each pair of its CO groups the constant

$$\boxed{\kappa=\frac{8t^2x}{(1+4t)^3}\left(2b+\frac gx\right)\left[b+(1+2t)\frac gx\right]}. \tag{7}$$

By the counting in (c), a cis pair shares one star and a trans pair two, so $k_{\rm cis}=\kappa$ and $k_{\rm trans}=2\kappa$.

The example in (f) uses $\Delta=4.0$ eV, $\beta=1.5$ eV, $g=8.0$ eV/Å, $a=1.4$ Å$^{-1}$, $m_{\rm C}=12.000$ u and $m_{\rm O}=15.995$ u. Then $b=0.800$ Å$^{-1}$, $x=5.606$ eV, $t=0.0716$, $k_{\rm cis}=\kappa=0.795$ eV/Å$^2$ and $k_{\rm trans}=1.590$ eV/Å$^2$.

### (g) What happens if the d orbitals do not couple equally?

*Let the four couplings in the $d_{zx}$ star be multiplied by a common factor, and keep everything else fixed.*

**Solution.** The three stars remain separate, and each is still symmetric among its own four tips. They now have their own constants $\kappa_{xy}$, $\kappa_{yz}$ and $\kappa_{zx}$, each given by (7) with its own $\beta$. Counting shared stars as in (c) gives

$$k(z,x)=\kappa_{zx},\qquad k(z,y)=\kappa_{yz},\qquad k(z,-z)=\kappa_{zx}+\kappa_{yz}. \tag{9}$$

First remove the $d_{zx}$ coupling altogether. The cis constant $k(z,x)$ becomes zero, and the trans constant on the $z$ axis falls to half its value, 0.795 eV/Å$^2$. This shows that the shared orbital carries the interaction.

Next multiply the $d_{zx}$ coupling by 0.8, so that $\beta=1.2$ eV in that star. Equations (8) and (7) then give $\kappa_{zx}=0.544$ eV/Å$^2$, while $\kappa_{yz}$ stays at 0.795 eV/Å$^2$. The ratio on this pair of axes is

$$\frac{k(z,-z)}{k(z,x)}=\frac{0.544+0.795}{0.544}=2.46 .$$

A weaker relation survives at $q=0$. By (9), the trans constant on an axis is the sum of the two different cis constants that involve that axis. Averaged over the molecule, the trans constant is $\tfrac23(\kappa_{xy}+\kappa_{yz}+\kappa_{zx})$ and the cis constant is half of this.

If the CO on $+z$ is replaced by another ligand, the four tips of the $d_{zx}$ and $d_{yz}$ stars are no longer all equal. Pairs that include the new ligand then generally have a different constant from the other pairs in the same star. At $q=0$ the three remaining CO groups of each star can still be exchanged among themselves, so their pairs keep a common constant. There the weaker relation survives among the remaining CO groups, for example as $k(x,-x)=k(x,-z)+k(x,y)$.

Both changes also alter the forces on the bonds, and not equally for all CO groups. Once the bonds relax to different lengths, the CO groups of a star are no longer all equivalent, and the weaker relation is only approximate.

### (h) How does the ratio show in the CO vibrations?

*Let $k$ be the total diagonal constant of each bond. Find the stretching constants of the symmetry modes, and their quanta for $k=105.0$ eV/Å$^2$.*

**Solution.** Since each centre of mass is fixed, the kinetic energy is $\tfrac12\mu\sum_i\dot q_i^2$, with $\mu=m_{\rm C}m_{\rm O}/(m_{\rm C}+m_{\rm O})$. There is no kinetic coupling, so the modes are the eigenvectors of the matrix of force constants. Its row for any CO contains $k$ once, $k_{\rm trans}$ once and $k_{\rm cis}$ four times.

- In the $A_{1g}$ mode all six bonds stretch together. Every term adds, giving $k+k_{\rm trans}+4k_{\rm cis}$.
- In an $E_g$ mode the two bonds on $x$ stretch and the two on $y$ shorten equally. A bond on $x$ feels its trans partner with a plus sign and two cis partners with a minus sign. The contributions on $z$ cancel. The constant is $k+k_{\rm trans}-2k_{\rm cis}$.
- In a $T_{1u}$ mode one bond of a trans pair stretches and the other shortens. The forces on all cis bonds cancel, leaving $k-k_{\rm trans}$.

There are one, two and three independent modes of these kinds, six in all. With $k_{\rm cis}=\kappa$ and $k_{\rm trans}=2\kappa$ the constants become

$$k_{A_{1g}}=k+6\kappa,\qquad k_{E_g}=k,\qquad k_{T_{1u}}=k-2\kappa . \tag{10}$$

In the $E_g$ modes the trans and cis interaction constants cancel. Back-bonding still affects these modes through its part in the diagonal constant $k$.

For the given $k$ the constants are 109.77, 105.00 and 103.41 eV/Å$^2$. The quantum of each mode is $\hbar\sqrt{k_{\rm mode}/\mu}$, which is 0.2530 eV for $E_g$. The others follow by scaling with the square root:

$$0.2530\sqrt{\frac{109.77}{105.00}}=0.2587\ \text{eV},\qquad
0.2530\sqrt{\frac{103.41}{105.00}}=0.2511\ \text{eV},$$

for $A_{1g}$ and $T_{1u}$. If the model's ratio is accepted, two measured modes of different symmetry, corrected for anharmonicity, suffice to find both $k$ and $\kappa$ from (10). The third mode then tests the ratio. Without assuming it, the three mode constants give $k_{\rm cis}=(k_{A_{1g}}-k_{E_g})/6$ and $k_{\rm trans}=k_{\rm cis}+(k_{E_g}-k_{T_{1u}})/2$. These differences are small, so the anharmonic corrections can change the ratio strongly. Cr(CO)$_6$ shows this. Its reported fundamentals, 2118.7 ($A_{1g}$), 2026.7 ($E_g$) and 2000.4 cm$^{-1}$ ($T_{1u}$), give $k_{\rm cis}=1.6$ and $k_{\rm trans}=2.9$ eV/Å$^2$, a ratio of about 1.8. The reported values corrected for anharmonicity, 2139.2, 2045.2 and 2043.7 cm$^{-1}$, are themselves uncertain. They give 1.65 and 1.7 eV/Å$^2$, a ratio near 1. With the corrected values, different pairs of modes give very different $\kappa$. Finding $k$ and $\kappa$ from only two modes inherits every condition on the ratio.

### (i) What if the d level responds to the d charge?

*When electrons leave the metal, the remaining d electrons repel one another less and the d level falls. Add this effect in mean field and find the change in each interaction constant.*

**Solution.** Let $n$ be the total d population and $n_0$ its value at $q=0$. Add the energy $\tfrac12U(n-n_0)^2$, with $U>0$. A small change of the orbitals changes this term by $U(n-n_0)\,\delta n$. That is the effect of a d level shifted by

$$v=U(n-n_0).$$

Let $E_b(q,v)$ be the six-electron energy of the independent-electron problem with d level $v$. It includes $vn$, which must be removed before the repulsion is added. Using $n-n_0=v/U$,

$$E=E_b-vn+\tfrac12U(n-n_0)^2=E_b(q,v)-vn_0-\frac{v^2}{2U}.$$

Because $\partial E_b/\partial v=n$, the derivative of the last expression with respect to $v$ is $n-n_0-v/U=0$. The first derivative of $E$ with respect to $q_i$ is therefore just $\partial E_b/\partial q_i$. Differentiating once more,

$$k_{ij}^{\,U}=k_{ij}+n_i\frac{dv}{dq_j},\qquad n_i=\frac{\partial n}{\partial q_i}=\frac{\partial^2E_b}{\partial q_i\,\partial v}.$$

Define $\chi=-\partial n/\partial v$. The condition on $v$ gives $dv/dq_j=U(n_j-\chi\,dv/dq_j)$, and hence

$$k_{ij}^{\,U}=k_{ij}+\frac{U n_in_j}{1+U\chi}. \tag{11}$$

All $n_i$ are equal by symmetry. The addition is therefore positive and the same for cis and trans pairs, which pulls the ratio below two.

Its size follows from the star. The d population of one star is $2/(1+\sum_kw_E)$. A shift $v$ changes (1) to $E=v-\sum_kw$, so $\partial E/\partial v=1/D$. With $\sum_kw_{EE}=8t/x$ and three stars,

$$\chi=3\times\frac2{D^2}\times\frac{8t}x\times\frac1D=\frac{48t}{xD^3}=0.288\ \text{eV}^{-1}.$$

A stretch changes $\sum_kw_E$ directly by $w_{Eq}=tA_2$. It also acts through the level, whose slope is $-txA_1/D$. Each CO belongs to two stars, so

$$n_i=-\frac{4t}{D^2}\left(A_2-\frac{8tA_1}{D}\right)=-0.538\ \text{electrons/Å}.$$

For a screened response of rough size $U=3.0$ eV, the addition is

$$\frac{3.0\times0.5376^2}{1+3.0\times0.288}=0.465\ \text{eV/Å}^2 .$$

The constants rise to 1.260 (cis) and 2.055 eV/Å$^2$ (trans), and their ratio falls to 1.63. A correction of this size cannot be ignored when the ratio is applied to a molecule.

### (j) How far do other couplings move the ratio, and what does this mean for a real precursor?

*Estimate direct coupling between cis $\pi^*$ orbitals and the electric coupling between CO dipoles. Then set the model beside the group 6 hexacarbonyls.*

**Solution.** For the direct coupling, let the $\pi^*$ orbitals on two cis groups point along $\mathbf e_1$ and $\mathbf e_2$, and let $\mathbf r$ be the unit vector between the groups. Treat the orbitals as p-like, with

$$V_{12}=(\mathbf e_1\cdot\mathbf e_2)V_\pi+(\mathbf e_1\cdot\mathbf r)(\mathbf e_2\cdot\mathbf r)(V_\sigma-V_\pi).$$

Take $V_\sigma=0.3$ eV and $V_\pi=-0.1$ eV, unchanged by the stretches. This coupling joins tips of one star and also links different stars, so equation (1) no longer applies and orbital signs matter. For a CO along the unit vector $\mathbf n$, the coupling of $d_{zx}$ to its $\pi^*$ orbital along $\mathbf e$ is $\beta(n_ze_x+n_xe_z)$, and likewise for the other d orbitals.

The fifteen-orbital matrix was diagonalized numerically. Mixed second derivatives were taken from energies at four combinations of $\pm h$ in the two stretches, for $h=0.01$ and 0.02 Å, and extrapolated to zero step. Without charge feedback, the constants are 0.713 (cis) and 1.852 eV/Å$^2$ (trans). Their ratio is 2.60, so with these signs the effect acts against the feedback. Its size depends strongly on the guessed couplings: doubling both raises the ratio to about 3.3, and reversing both signs lowers it to 1.5. Holding the couplings fixed also understates the effect, because the carbons move toward one another as the bonds stretch. With a metal–carbon distance of 1.92 Å, the ratio is 2.9 if the couplings vary as the inverse square of the carbon–carbon distance. It is about 3.15 if they decay exponentially with the same $a$.

For the dipole coupling, let each CO dipole change by $p$ per unit stretch along its axis $\mathbf n_i$. Two point dipoles at separation $r$, with unit vector $\mathbf r$, contribute

$$k_{ij}^{\rm dip}=\frac{p^2}{r^3}\left[\mathbf n_i\cdot\mathbf n_j-3(\mathbf n_i\cdot\mathbf r)(\mathbf n_j\cdot\mathbf r)\right]$$

in atomic units. Let the dipoles lie a distance $R_m$ from the metal. A cis pair has $r=\sqrt2R_m$ and a bracket of $3/2$. A trans pair has $r=2R_m$ and a bracket of $-1+3=2$. The contributions are therefore

$$\frac{3p^2}{4\sqrt2\,R_m^3}\quad\text{(cis)},\qquad \frac{p^2}{4R_m^3}\quad\text{(trans)}.$$

With $p=0.6\,e$ and $R_m=2.5$ Å they are 0.176 and 0.083 eV/Å$^2$. Added to the constants of (f), they give a ratio of 1.72. This $p$ stands for the CO bond alone. It leaves out the back-bonding charge that a stretch moves. In the model, stretching one CO gives it 0.88 electrons/Å and takes 0.057 from each cis group and 0.114 from the trans group. In the $T_{1u}$ mode this is a dipole slope of about $2.5\,e$ per bond.

With all three effects present, the feedback being solved self-consistently in the fifteen-orbital model, the constants are 1.393 (cis) and 2.439 eV/Å$^2$ (trans). The ratio is 1.75. The cancellation in the $E_g$ modes is then incomplete: their constant differs from $k$ by $2.439-2\times1.393=-0.35$ eV/Å$^2$.

The hexacarbonyls of chromium, molybdenum and tungsten are volatile solids used as vapour precursors for metal-containing films. Their CO stretching quanta are roughly 0.25 eV, which the chosen $k$ reproduces by design. The electronic parameters are rough estimates, not fits, and $U$ and the direct couplings are the least certain of them. Real molecules break the assumptions of a fixed d level and of separate $\pi^*$ orbitals. For the values used here, these two effects and dipole coupling move the ratio individually to between 1.6 and 2.6, or to about 3 if the direct couplings follow the carbons. Repulsion among the $\pi^*$ electrons may be larger than any of these. Treat the charges moved between CO groups as unscreened point charges at $R_m$. To first order they add 1.6 (cis) and 1.0 eV/Å$^2$ (trans) to the constants of (f) and bring the ratio near 1.1. Screening would reduce this by an amount not found here. Motion of the CO centres of mass, metal p orbitals and changes in $\sigma$ bonding have not been sized.

Temperature matters little for the populations of these modes. At 330 K, the Boltzmann factor of the $T_{1u}$ quantum is $1.5\times10^{-4}$. The factor of two is a property of equal, independent d–$\pi^*$ stars. In a hexacarbonyl it is at most a trial value for a force-constant fit, to be released once all three kinds of CO mode are known. With the rough values used here, single effects already shift it by 15 to 50 per cent or more, in both directions. The measured modes quoted in (h) give a ratio between about 1 and 1.8, and a cis constant about twice that of (f). A measured ratio near two therefore does not show that shared d orbitals are the cause. Other values, or the effects not sized, may shift it further.

Numbers in the example were calculated in double precision.
